\section*{The critical bond sets the exponential scale of hopping conduction}

\section{Result}

Charge that leaks through a trap-rich insulator by hopping sees a network of bonds with conductances $g_b=G_1e^{-\xi_b}$, whose exponents $\xi_b\ge 0$ spread over many units. Let $\xi_c$ be the smallest number such that the bonds with $\xi_b\le\xi_c$ connect the two electrodes. For strong disorder the conductance of a given finite network obeys
\begin{equation}
-\ln\frac{G}{G_1}=\xi_c+\text{(a correction bounded by logarithms of bond counts)}.
\label{result}
\end{equation}
The arithmetic mean of the bond conductances has a different exponential scale, that of the easiest bonds, which need not connect anything. It can exceed the true conductance by orders of magnitude. The critical bond fixes the exponent in (\ref{result}) but not the prefactor.

\section{A counter-example that can be solved}

Take a square lattice between a left and a right electrode. It has $n$ rows, each with $n$ bonds in series, so there are $n-1$ interior columns of nodes, joined by $(n-1)^2$ vertical bonds. In this section conductances are in units of $G_1$. Each bond has $g=e^{-\xi}$, with $\xi$ drawn independently and uniformly from $[0,W]$.

If all bonds were equal to $g$, no current would flow vertically and the sample would have $G=n\,(g/n)=g$. Replacing every bond by the mean therefore predicts
\begin{equation}
G_{\rm mean}=\langle g\rangle=\frac1W\int_0^W e^{-\xi}d\xi=\frac{1-e^{-W}}{W},
\end{equation}
which falls only as $1/W$.

The true typical value follows from duality. Let $v$ be the node potentials and $I_b=g_b\,\Delta v_b$ the bond currents. Give each face of the lattice, including the regions above and below the sample, a number $u$ such that the current through a bond equals the difference of $u$ between its two sides. Current conservation at each node makes $u$ single-valued. Now regard the faces as nodes of a dual network and let the dual bond that crosses $b$ carry the current $\Delta v_b$. Since
\begin{equation}
\Delta v_b=\frac{I_b}{g_b}=\frac{1}{g_b}\,\Delta u_b ,
\end{equation}
its conductance is $1/g_b$. Dual current is conserved at each interior face because the potential drops around a closed loop sum to zero. The dual voltage from top to bottom is the total current $I$, and the total dual current is the sum of drops from left to right, the voltage $V$. Hence
\begin{equation}
G^*=\frac VI=\frac1G .
\label{dual}
\end{equation}
The dual network has $n$ columns of $n$ bonds between top and bottom and $(n-1)^2$ cross bonds. It is the original lattice turned by $90^\circ$.

The dual conductances are $1/g=e^{\xi}=e^{W}e^{-\xi'}$ with $\xi'=W-\xi$, and $\xi'$ is again uniform on $[0,W]$. A common factor in all bonds multiplies the conductance, so $G^*=e^{W}G'$, where $G'$ has the same distribution as $G$. The logarithm of (\ref{dual}) gives $\ln G+\ln G'=-W$, and averaging gives
\begin{equation}
\langle\ln G\rangle=-\frac W2,\qquad
\frac{G_{\rm mean}}{e^{-W/2}}=\frac{e^{W/2}-e^{-W/2}}{W}=\frac{\sinh(W/2)}{W/2}.
\label{ratio}
\end{equation}
For small $W$ the ratio is $1+W^2/24$, so the mean is good for weak disorder. For large $W$ it grows as $e^{W/2}/W$.

For 250 samples with $n=12$ and $W=30$, direct solution gives $\langle\ln G\rangle=-15.1\pm0.1$ (standard error), against $-15$ from duality. The logarithm of the mean is $-3.4$, so the mean is too large by $e^{11.6}\approx10^5$. At $W=1$ the three numbers are $-0.499\pm0.001$, $-0.5$ and $-0.459$.

The value $-W/2$ is also the logarithm of the geometric mean, but this agreement is due to the symmetry of the distribution. Let $\xi=Wt^2$ instead, with $t$ uniform on $[0,1]$. The geometric mean then has exponent $W\langle t^2\rangle=W/3$. For the critical exponent, call bonds with $t\le p$ open. Open bonds cross from left to right precisely when the closed bonds do not form a dual crossing from top to bottom. At $p=1/2$ both events have the same probability by self-duality, hence $1/2$ each. The median critical value is thus $t=1/2$, with exponent $W/4$. For $W=60$ the simulated $\langle\ln G\rangle$ is $-15.2\pm0.2$; the critical value is $-15$ and the geometric one $-20$. The network follows the connection threshold.

\section{General statement and proof}

\subsection{Minimum dissipation}

Consider any finite network. Fix the electrode potentials at $v_0=0$ and $v_1=1$, and define
\begin{equation}
P[v]=\sum_{b=(ij)}g_{ij}(v_i-v_j)^2 .
\end{equation}
Let $v$ be the physical solution and $v+w$ a trial potential, with $w=0$ on the electrodes. The cross term is
\begin{equation}
2\sum_{(ij)}g_{ij}(v_i-v_j)(w_i-w_j)=2\sum_i w_i\sum_j g_{ij}(v_i-v_j)=0,
\end{equation}
because the inner sum is the net current leaving node $i$, which vanishes at interior nodes, while $w_i$ vanishes at the electrodes. So $P[v+w]=P[v]+P[w]\ge P[v]$. The same rearrangement with $w$ replaced by $v$ gives $P[v]=\sum_i v_iI_i=I_1=G$, where $I_i$ is the current fed into node $i$. Therefore
\begin{equation}
G=\min_v P[v].
\label{dirichlet}
\end{equation}
Raising a bond conductance raises $P$ for every trial potential or leaves it unchanged, so it cannot lower $G$. Deleting bonds cannot raise $G$.

\subsection{Two bounds from the critical exponent}

\emph{Lower bound.} By definition of $\xi_c$ there is a path of $N_p$ bonds, all with $\xi_b\le\xi_c$, between the electrodes. Delete everything else. The remaining series resistance is at most $N_p e^{\xi_c}/G_1$.

\emph{Upper bound.} Let $S$ be the set of nodes that can be reached from electrode 0 through bonds with $\xi_b<\xi_c$. Electrode 1 is not in $S$, since otherwise a smaller threshold would connect. Each of the $N_c$ bonds leaving $S$ has $\xi_b\ge\xi_c$. The trial potential $v=0$ in $S$ and $v=1$ outside gives, with (\ref{dirichlet}), $G\le\sum_{\rm cut}g_b\le N_cG_1e^{-\xi_c}$.

Together,
\begin{equation}
\xi_c-\ln N_c\;\le\;-\ln\frac{G}{G_1}\;\le\;\xi_c+\ln N_p .
\label{bounds}
\end{equation}
This holds for any disorder, but it fixes the scale only when $\xi_c$ is large compared with the logarithms or, more sharply, when both the actual path conductance and the actual cut sum lie within modest factors of $G_1e^{-\xi_c}$.

\subsection{What the mean measures}

For a film of thickness $L$, the linear trial potential $v_i=z_i/L$ gives
\begin{equation}
G\le M=\sum_b g_b\left(\frac{\Delta z_b}{L}\right)^2 .
\label{mean}
\end{equation}
This is the arithmetic mean suited to a film: each bond is weighted as if it felt the uniform field. It is an upper bound. The linear potential is a poor trial function in strong disorder because it puts a voltage across easy bonds that in reality are almost equipotential, and so charges them with a dissipation they do not have.

To separate the two scales, multiply all exponents by $s$. The ordering of the bonds, and so the critical bond, stays the same, and (\ref{bounds}) holds with $\xi_c\to s\xi_c$. Let $\xi_{\min}$ be the smallest exponent among bonds with non-zero weight $w_b=(\Delta z_b/L)^2$, and $w_m$ the weight of that bond. Then
\begin{equation}
w_m e^{-s\xi_{\min}}\le \frac{M}{G_1}\le e^{-s\xi_{\min}}\sum_b w_b .
\end{equation}
Taking logarithms and dividing by $s$,
\begin{equation}
-\frac1s\ln\frac{G}{G_1}\to\xi_c,\qquad -\frac1s\ln\frac{M}{G_1}\to\xi_{\min}\qquad(s\to\infty).
\label{limits}
\end{equation}

\subsection{The bulk limit}

In a growing sample $N_c$ grows too, so (\ref{bounds}) alone does not give a bulk conductivity. Let $\xi_p$ be the percolation threshold of the infinite network and take $\delta>0$. Two conditions are needed: (i) bonds with $\xi\le\xi_p+\delta$, given unit conductance and with all others deleted, have a conductivity $C_1(\delta)>0$; (ii) if bonds with $\xi<\xi_p-\delta$ are shorted and all others given the conductance $e^{-(\xi-\xi_p+\delta)}$, the conductivity $C_2(\delta)$ is finite. The decaying factor matters for hopping, where every pair of traps is a bond and unit conductances would add up to infinity. For $s\ge1$ each unshorted bond obeys $e^{-s\xi}\le e^{-s(\xi_p-\delta)}e^{-(\xi-\xi_p+\delta)}$. By monotonicity, and with conductivities in the corresponding units,
\begin{equation}
C_1(\delta)\,e^{-s(\xi_p+\delta)}\le\sigma\le C_2(\delta)\,e^{-s(\xi_p-\delta)} .
\end{equation}
Take $-\frac1s\ln$, let $s\to\infty$, then $\delta\to0$: the limit is $\xi_p$. The two conditions are taken here as properties of the network and are not proved.

\section{Bond conductance for traps in hafnia}

Let $\varepsilon_i$ be the energy of trap $i$ from the equilibrium Fermi level, $r$ the distance, $a$ the decay length of the trap wavefunction, $\lambda$ the reorganisation energy and $\nu_0$ an attempt rate. The Marcus rate from $i$ to $j$, with $\Delta=\varepsilon_j-\varepsilon_i$, is
\begin{equation}
k_{ij}=\nu_0e^{-2r/a}\exp\left[-\frac{(\lambda+\Delta)^2}{4\lambda kT}\right].
\end{equation}
In mean field the flow from $i$ to $j$ is $J_{ij}=f_i(1-f_j)k_{ij}$, with $f_i$ a Fermi function of local electrochemical potential $\mu_i$. Since $f_i/(1-f_i)=e^{(\mu_i-\varepsilon_i)/kT}$ and $k_{ij}/k_{ji}=e^{-\Delta/kT}$,
\begin{equation}
\frac{J_{ij}}{J_{ji}}=e^{(\mu_i-\varepsilon_i-\mu_j+\varepsilon_j-\Delta)/kT}=e^{(\mu_i-\mu_j)/kT}.
\end{equation}
To first order the net flow is $J_0(\mu_i-\mu_j)/kT$, where $J_0$ is the equilibrium flow in one direction. The charge current is $e$ times this and the driving voltage is $(\mu_i-\mu_j)/e$, so $g_{ij}=e^2J_0/kT$. At equilibrium $f=e^{-\varepsilon/2kT}/[2\cosh(\varepsilon/2kT)]$ and $1-f=e^{\varepsilon/2kT}/[2\cosh(\varepsilon/2kT)]$. The product $f_i(1-f_j)$ contains $e^{\Delta/2kT}$, which cancels the factor $e^{-\Delta/2kT}$ in the expanded rate. The result is $g_{ij}=G_1e^{-\xi_{ij}}$ with
\begin{align}
G_1&=\frac{e^2\nu_0}{4kT}\,e^{-\lambda/4kT},\\
\xi_{ij}&=\frac{2r}{a}+\ln\cosh\frac{\varepsilon_i}{2kT}+\ln\cosh\frac{\varepsilon_j}{2kT}+\frac{(\varepsilon_i-\varepsilon_j)^2}{4\lambda kT}.
\end{align}
An electrode is treated as a site at the Fermi level, at the perpendicular distance of the trap. Direct electrode-to-electrode tunnelling is left out of the network.

\section{A 20 nm film}

The film is 20 nm thick and $40\times40$ nm$^2$ in area, periodic sideways, with 640 randomly placed traps ($2\times10^{19}$ cm$^{-3}$). The other parameters are $a=0.3$ nm, Gaussian level spread 0.1 eV about the Fermi level, $\lambda=1.2$ eV, $\nu_0=10^{13}$ s$^{-1}$ and $T=300$ K, so $kT=25.85$ meV and $G_1=1.41\times10^{-10}$ S.

The critical exponent is $\xi_c=21.85$. Adding the actual resistances of a path of 19 bonds, and the actual conductances across a cut, gives
\begin{equation}
-22.8\le\ln(G/G_1)\le-20.2,\qquad \ln(G/G_1)=-21.15,
\end{equation}
the last from the full network. The cut used here splits the minimum spanning tree of the exponents at the critical bond; all its bonds also have $\xi\ge\xi_c$, and it is tighter than the boundary of the set $S$, which gives $-19.4$. It has about $10^5$ node pairs, but most are far too long to matter, so its sum lies much closer to $G_1e^{-\xi_c}$ than the count suggests. The conductivity is
\begin{equation}
\sigma=\frac{GL}{A}=1.41\times10^{-10}\,{\rm S}\;e^{-21.15}\;\frac{20\times10^{-7}\,{\rm cm}}{1.6\times10^{-11}\,{\rm cm^2}}\approx1.2\times10^{-14}\ {\rm S/cm}.
\end{equation}
This is one sample. Films of this size scatter by several times either way, and averages over many films or over cells of 80 to 120 nm side lie at $1.4$ to $1.8\times10^{-14}$ S/cm. For this film the trap-pair part of (\ref{mean}) gives $5.1\times10^{-10}$ S/cm, too large by $4.5\times10^4$. Including the contacts, as the strict bound requires, makes the mean larger still. Ten of the 204\,480 trap pairs supply 68\% of the trap-pair mean. For randomly placed traps the number of pairs at distance $r$ grows as $r^2$ and their mean $\Delta z^2$ as $r^2$, so their weight is $r^4e^{-2r/a}$, largest at $r=2a=0.6$ nm. The critical hop is 2.75 nm long.

Stretching the exponents shows the limits (\ref{limits}). For $s=1,4,16$ the network gives $-\ln(G/G_1)/s=21.15$, 21.83, 21.85, while the trap-pair mean gives 10.4, 5.4, 3.8, on its way to $\xi_{\min}=3.23$.

Interventions on this film show which bonds matter:
\begin{itemize}
\item Making all trap pairs with $\xi<\xi_c-5$ ten times more conductive multiplies the mean by 10.0 and the network conductance by 1.002.
\item Deleting all bonds with $\xi>\xi_c+5$ costs the network 3\%.
\item Deleting all bonds with $\xi>\xi_c$ leaves 21\% of the conductance. Deleting the critical bond as well leaves zero.
\end{itemize}
The critical bond is not the sole bottleneck at the real disorder. Its share of the dissipation, $g_b(\Delta v_b)^2/G=\partial\ln G/\partial\ln g_b$, is 4\%. It reaches 87\% at $s=16$. At $s=1$ many bonds with exponents near $\xi_c$ share the work, and $\xi_c$ gives their common scale.

The decay length gives a physical test. With trap positions and levels held fixed, $a=0.2$, 0.3 and 0.4 nm give $\xi_c=32.4$, 21.8 and 16.5, and $\ln(G/G_1)=-31.7$, $-21.2$ and $-15.8$. The fitted slope of $\ln G$ against $-\xi_c$ is 1.00; that of the logarithm of the trap-pair mean is 0.22. The second number is only an average over this range of $a$: the weight $r^4e^{-2r/a}$ integrates to a power law $a^5$ (the film gives a power of 5.1), not to an exponential. A mean fitted to leakage data would thus misjudge how strongly leakage responds to trap size.

Eight further films have $\xi_c=21.0$ with standard deviation 0.8, and $\ln(G/G_1)+\xi_c=0.3$ with standard deviation 0.6. The trap-pair mean exceeds the network value by factors from $1.5\times10^4$ to $5.3\times10^4$. A large capacitor is roughly many such areas in parallel, and there an arithmetic mean is right: it is taken over conductances of whole films, each of which already connects the electrodes. The critical exponent itself belongs to the chosen area: a wider film offers more places for an easy crossing, so the mean $\xi_c$ of 20 nm films falls from about 23.2 to 21.7, 20.5 and 20.0 for sides of 20, 40, 80 and 160 nm, while the average conductivity stays between $1.5$ and $1.8\times10^{-14}$ S/cm and $\ln(G/G_1)+\xi_c$ grows from about 0.3 to 1.9. The $\xi_c$ of a whole large capacitor is therefore not the exponent of its conductivity.

At fixed trap density and area, the mean $\xi_c$ of six films is 18.4, 21.8 and 23.1 for thicknesses of 10, 20 and 40 nm. The step from 10 to 40 nm changes $e^{-\xi_c}$ by about a factor of 100. The conductivity $GL/A$ carries an opposing factor $40/10=4$, so it changes by a few tens (about 30 to 45, depending on how films are averaged). These films have no thickness-independent conductivity. A plausible reason, not tested separately, is that a thin film needs only a few favourable hops in a row and has many places to find them.

\section{Limits of the model and the real case}

Ferroelectric hafnia capacitors are often about 10 nm thick, so 20 nm is on the thick side. The trap parameters are rough values for oxygen-vacancy-like levels; real densities and energies depend strongly on processing. The assumption that real memory operation breaks most clearly is the ohmic field. At 0.01 MV/cm the whole film drops 20 meV, less than $kT$, and the model gives $1.2\times10^{-10}$ A/cm$^2$. Switching takes fields of order 1 MV/cm, where a uniform field drops 275 meV over a hop of the critical length, 2.75 nm, if the hop lies along the field; a slanted hop gets less. For two levels aligned at zero field, the Marcus exponent then changes by $275/(2\times25.85)-0.275^2/(4\times1.2\times0.02585)\approx4.7$, which raises the forward rate about a hundredfold. This counts only the level shift in a uniform field. The electrochemical drop is concentrated on the hard bonds: for the critical bond the 4\% share and $g_b/G=e^{-0.70}$ give $\Delta v_b\approx0.28$ of the applied voltage, twice $r/L=0.14$, and some bonds take more. Ohmic behaviour is therefore lost at lower fields than the uniform estimate suggests. The number above therefore describes low-field leakage, not leakage during switching or near breakdown. Grain boundaries, which can concentrate traps, are also absent.

Other neglected effects can be sized for this film:
\begin{itemize}
\item A decay length 10\% larger, from an uncertain or anisotropic mass, raises $G$ by a factor of 6.9. Per relative change, $G$ responds more strongly to the decay length than to the temperature in the next item.
\item Operation at 358 K raises $G$ by a factor of 7.4, including the change in $G_1$.
\item All absolute values are proportional to the assumed $\nu_0$. For short-range traps with $a=0.3$ nm and depth $\Phi=2.1$ eV the coupling is $V\approx2\Phi(a/r)e^{-r/a}$, and the golden-rule prefactor $(2\pi/\hbar)V^2/\sqrt{4\pi\lambda kT}$ is about 330 times $\nu_0e^{-2r/a}$ at 2.75 nm. It exceeds $\nu_0$ below about 1.1 nm, and at 0.6 nm $V\approx0.29$ eV is comparable with $\lambda/4$, so the pairs that dominate the mean are outside the non-adiabatic regime. With this prefactor, capped at $\nu_0$, $G$ rises about 250-fold, while the ratio of mean to network moves only from $4.5\times10^4$ to $5.8\times10^4$. The conductivity and current density are thus uncertain by two orders of magnitude or more.
\item The mean-field flow neglects correlations between occupations. It amounts to restricting the minimum-dissipation trial functions on the space of occupation patterns to those linear in the occupations, so it gives an upper bound on $G$. In 24 cells of ten traps the exact master equation lay within about 1\% of it in the median and at 0.42 of it in the worst case; the full film was not treated this way.
\item Quantum phonons of 50 meV replace $\lambda/4kT$ by $(\lambda/\hbar\omega)\tanh(\hbar\omega/4kT)$ and raise the common exponential factor 2.3 times (about 2.5 times with the accompanying change of prefactor).
\item Halving the reorganisation barrier at the electrodes raises $G$ by 9\%, so the contacts are not the main limit in this film. Other 20 nm films gain more (typically 20\%, some over a factor of 2), and 10 nm films typically a factor of 3 to 4, so in thinner capacitors the contacts matter.
\item The Coulomb energy of two charges at the mean trap spacing of 3.7 nm, with relative permittivity 25, is 16 meV. That is below the level spread but not far below $kT$, so correlations could shift the network result moderately. At the 0.6 nm of the pairs that dominate the mean the same estimate gives 96 meV, so the value of the mean is less secure.
\end{itemize}

Competing paths are weak at this field and thickness. The total hopping exponent is $\xi_c+\lambda/4kT=33.5$. With an effective mass of $0.2\,m_e$, the relation $a=\hbar/\sqrt{2m\Phi}$ implies a trap depth $\Phi=2.1$ eV, hence an exponent of 82 for emission into the band at fixed lattice; if relaxation lowers the thermal depth by about $\lambda/2$, the exponent is 59. Direct tunnelling at the same depth has $2L/a=133$. Prefactors are ignored in this comparison, but the gaps are wide at 20 and at 10 nm. With the same parameters and prefactors included, direct tunnelling becomes comparable with hopping near 5 nm and dominates below.

The common factor $e^{-\lambda/4kT}$ multiplies the network and the mean alike. An error in $\lambda$ therefore moves the absolute leakage strongly, but it hardly touches the ratio between them, which is set by the spread of the exponents. Inside $\xi_{ij}$, $\lambda$ appears only in the last term, whose mean over trap pairs is just $2\times0.1^2/(4\times1.2\times0.02585)\approx0.16$. The numerical output below lists most of the values used here.

\section*{Table of computed values}
\begin{verbatim}
SQUARE LATTICE, 12 bonds across, G in units of G1
W=1: <ln G> = -0.499 +- 0.001; duality -0.5; ln mean -0.459
W=30: <ln G> = -15.108 +- 0.101; duality -15.0; ln mean -3.401
xi=60 t^2: <ln G> = -15.16 +- 0.22; critical -15.0; geometric -20.0
HAFNIA FILM MODEL
thickness 20 nm, side 40 nm, traps 640
density 2.0e+19 cm^-3, decay length 0.3 nm
level spread 0.1 eV, reorganisation 1.2 eV
attempt rate 1e+13 1/s, T 300 K, kT 25.85 meV
prefactor G1 = 1.414e-10 S
critical exponent xi_c = 21.848
bonds on minimax path 19, bonds in cut 102977
ln(G/G1): path bound -22.780, network -21.152, cut bound -20.183
ln(naive mean/G1) = -10.444; with contacts -7.155
conductivity: network 1.151e-14 S/cm, naive mean 5.149e-10 S/cm
naive mean / network = 4.47e+04
share of naive mean from best 10 of 204480 pairs: 0.682
current density at 0.01 MV/cm = 1.151e-10 A/cm2
STRETCHED EXPONENTS, smallest trap-pair exponent 3.232
s=1: -ln(G/G1)/s = 21.152, -ln(mean/G1)/s = 10.444
s=4: -ln(G/G1)/s = 21.833, -ln(mean/G1)/s = 5.380
s=16: -ln(G/G1)/s = 21.845, -ln(mean/G1)/s = 3.771
critical bond's share of dissipation: s=1 0.040, s=16 0.870
INTERVENTIONS
trap pairs below xi_c-5 made 10x better: network x1.002, mean x10.00
bonds above xi_c+5 deleted: network x0.9705
bonds above xi_c deleted: network x0.2070; critical one too: 0
a=0.2 nm: xi_c 32.40, ln(G/G1) -31.65, ln(mean/G1) -12.54
a=0.3 nm: xi_c 21.85, ln(G/G1) -21.15, ln(mean/G1) -10.44
a=0.4 nm: xi_c 16.51, ln(G/G1) -15.79, ln(mean/G1) -8.99
slope against -xi_c: network 0.997, mean 0.220
EIGHT MORE FILMS
xi_c: mean 21.00, s.d. 0.81
ln(G/G1)+xi_c: mean 0.28, s.d. 0.62
naive mean / network: 1.49e+04 to 5.25e+04
thickness 10 nm: mean xi_c 18.42, s.d. 0.99 (6 films)
thickness 20 nm: mean xi_c 21.79, s.d. 0.41 (6 films)
thickness 40 nm: mean xi_c 23.10, s.d. 0.60 (6 films)
NEGLECTED EFFECTS
critical hop 2.75 nm; uniform-field drop at 0.01 MV/cm 2.75 meV, at 1 MV/cm 275 meV
drop over the whole film at 0.01 MV/cm: 20 meV
trap spacing 3.68 nm; Coulomb energy (eps_r 25) 15.6 meV
quantum phonons of 50 meV: rate x2.29
electrode barrier halved to lam/8: network x1.09
decay length +10 %: network x6.93
358 K instead of 300 K: network x7.43
trap depth for mass 0.2 m_e: 2.12 eV
exponents: hopping 33.5, band emission 81.9, direct tunnelling 133.3
\end{verbatim}
